Oscillator Strengths of s Excitons in the Two-Dimensional Hydrogen Model, part 2

An ideal two-dimensional semiconductor sheet of area S has a direct gap Eg and parabolic, isotropic bands. Light creates an electron and a hole, of reduced mass μ, from the same crystal momentum ħk. Such a free pair has energy Eg + ħ²k²/(2μ). An exciton superposes these pairs with amplitudes A(k). Its wavefunction in the electron–hole separation r is

φ(r) = S^(−1/2) Σ_k A(k) exp(ik·r),

and |φ(0)|² is called the contact density. The attraction is V(r) = −e²/(4πε0 κ r), with constant relative permittivity κ. The length and energy scales are

a = 4πε0 κ ħ²/(μe²), Ry = ħ²/(2μa²).

With x = r/a and the energy from the gap written E = −q²Ry, the radial function R of an s state, finite at the origin with R(0) = 1, obeys

R″ + R′/x + (2/x − q²)R = 0,

where a prime on R means d/dx. The levels n = 1, 2, 3, ... (1s, 2s, 3s, ...) have 1/q = n − 1/2 and

E_n = −Ry/(n − 1/2)²,
|φ_n(0)|² = 1/[πa²(n − 1/2)³].

The first assumption was that the interband momentum matrix element p is constant in k. With free electron mass m0 and photon energy W_n = Eg + E_n, the oscillator strength per area is then

f_n = 2|p|²|φ_n(0)|²/(m0 W_n),

so f_n W_n follows the inverse cube exactly, and

f_1/f_n = (2n − 1)³ W_n/W_1.

This is the momentum form. The dipole form instead uses D, the sum of the electron coordinates along the light's polarization. The two forms agree for exact eigenstates, but can differ for an exciton built from single pairs.

The cube was derived by integrating Laguerre polynomials. The question now is whether there is a reason for it that survives without them.

**A:** There is one for high levels. The spacing of the levels is

dE/dn = 2Ry/(n − 1/2)³,

which has the same power. The ratio of contact density to spacing is constant, 1/(2πa²Ry). This can be understood from the wave equation.

At small binding, q² is negligible beside 2/x in the inner region. The finite solution with R(0) = 1 is then the Bessel function J0(z), with z = √(8x). To verify this, use dz/dx = 4/z:

R″ + R′/x = (16/z²)J0″ − (16/z³)J0′ + (32/z³)J0′
= (16/z²)(J0″ + J0′/z) = −(16/z²)J0 = −(2/x)R.

So the shape near contact is the same for all weakly bound levels. For large z, J0 oscillates with squared amplitude 2/(πz) = 1/(π√(2x)).

Farther out the local wave number is K(x) = √(2/x − q²). The function √x R obeys a one-dimensional wave equation, apart from a term that is small for x well above 1/8. Its squared amplitude varies as 1/K, which keeps the flux of each travelling part constant. Write the squared amplitude of R as B²/(xK). In the inner part K = √(2/x), so this is B²/√(2x). Comparison gives B² = 1/π.

**Q:** That fixes the outer wave relative to the contact value. How does the level spacing enter?

**A:** Through the norm. Over many oscillations the squared wave averages to half its squared amplitude, so

1 ≈ |φ_n(0)|² 2πa² ∫ x [B²/(2xK)] dx
= |φ_n(0)|² πa²B² ∫ dx/K.

Each new level adds half a wavelength, hence ∫K dx = πn + constant. Differentiate with respect to E/Ry = −q². Since K² = 2/x + E/Ry, the derivative of K is 1/(2K), and the moving outer end contributes nothing because K is zero there. This gives ∫dx/K = 2πRy dn/dE. Therefore

|φ_n(0)|² ≈ (dE/dn)/(2π²a²B²Ry),

which is (dE/dn)/(2πa²Ry) when B² = 1/π. In classical language, a high level has a long orbital period, proportional to dn/dE, and spends a smaller fraction of it near contact.

**Q:** If strength per energy is constant, it should join the absorption above the gap.

**A:** Compare it with pairs that do not interact. In one valley and spin, the number of k states per area in an interval dk is k dk/(2π), and the energy interval is ħ²k dk/μ. The density is μ/(2πħ²) = 1/(4πa²Ry). A plane wave has contact density 1/S, which cancels the area in the number of states. The crowded bound levels thus give twice the free-pair value.

At n = 20, with the spacing taken as half of E_21 − E_19, the ratio is 1.9895. Above the gap, the Coulomb wave equation was integrated at ka = 0.3, which is 0.09Ry above the gap. The contact density was 2.0000 times that of the free s wave with equal outer amplitude. At that energy the continuum carries the same factor of two.

**Q:** Now a channel material. Does monolayer WS2 know about your cube?

**A:** First give the ideal model its numbers. For WS2 encapsulated in hexagonal boron nitride I take rough typical values: μ = 0.18m0, κ = 4.4 and Eg = 2.2 eV. Scaling the hydrogen values gives

a = 0.0529 nm × 4.4/0.18 = 1.29 nm,
Ry = 13.606 eV × 0.18/4.4² = 126.5 meV.

The ideal 1s binding is 4Ry = 506 meV, and its contact density is 8/(πa²) = 1.52 nm⁻². For 2s the values are 56.2 meV and 0.0564 nm⁻².

The photon energies are 1.694 and 2.144 eV. While the contact densities differ by 27, the oscillator strengths differ by

27 × 2.144/1.694 = 34.2.

From 2s to 3s the two ratios are 4.63 and 4.71, much closer, because both binding energies are then small beside the gap.

**Q:** To get a strength rather than a ratio you need p.

**A:** Use a two-band massive Dirac model for one valley. Its Hamiltonian has diagonal elements ±Eg/2 and off-diagonal elements of magnitude ħvk. The pair energy is

√(Eg² + 4ħ²v²k²) ≈ Eg + 2ħ²v²k²/Eg.

Equating the last term to ħ²k²/(2μ) gives v² = Eg/(4μ), or v = 7.33 × 10⁵ m/s here. For linear polarization the velocity operator is v times the matrix that exchanges the two bands at k = 0, so |p| = m0v and

f_n = (m0/2μ)(Eg/W_n)|φ_n(0)|².

For the ideal 1s state this is 2.78 × 1.299 × 1.52 = 5.49 nm⁻², and for 2s it is 0.161 nm⁻². These are values for one valley, in the momentum form. They overstate the strength. The attraction, projected onto single pairs, does not commute with D, so with p taken from the band curvature the momentum and dipole forms no longer agree, and the dipole form is the consistent one. A pair of energy E_k = Eg + ħ²k²/(2μ) has a dipole element of size ħ|p|/(m0E_k), which gives f_n = (m0/2μ) Eg W_n |S^(−1/2) Σ_k A(k)/E_k|². For the ideal states this is 0.945 nm⁻² for 1s and 0.031 nm⁻² for 2s, a ratio of 30.9 in place of 34.2. The absolute strengths change greatly, the ratio much less.

**Q:** But the same Dirac model says that p is not constant. You have just supplied evidence against your first assumption.

**A:** It lets us size the fault. Let tan α = 2ħvk/Eg, and let θ be the direction of k. The band vectors are

c = [cos(α/2), exp(iθ) sin(α/2)],
v-band = [−exp(−iθ) sin(α/2), cos(α/2)].

The velocity matrix element has a part cos²(α/2) and a part that turns as exp(−2iθ). The second averages to zero for an s state. The coupling is therefore reduced by

g(k) = cos²(α/2) = (1/2)[1 + 1/√(1 + 2Ry(ka)²/Eg)],

where 4ħ²v²k²/Eg² = ħ²k²/(μEg) was used. Weighting the momentum amplitudes A(k) by g and squaring the sum leaves 64% of the strength for the ideal 1s state and 57% for 2s. With g = 1 the same sums returned the contact amplitude, to six decimals, for both states.

**Q:** The larger exciton loses more? I expected its momenta to be smaller.

**A:** Its amplitude changes sign. With k in units of 1/a and s = 2/3, start from

∫₀^∞ exp(−sx)J0(kx) dx = (s² + k²)^(−1/2).

Minus the derivative with respect to s inserts a factor x. Doing this once and twice gives s/(s²+k²)^(3/2) and (2s²−k²)/(s²+k²)^(5/2). The 2s function is exp(−sx)(1 − 2sx), so

A_2(k) ∝ s/(s²+k²)^(3/2) − 2s(2s²−k²)/(s²+k²)^(5/2)
= 3s(k² − s²)/(s²+k²)^(5/2).

Small momenta, where g is nearly one, count against the total. The positive remainder comes from larger momenta, where g is smaller. The loss is large for both states, but it changes their ratio by just 0.637/0.574 = 1.11.

**Q:** An ideal binding of half an electronvolt still seems far too large for this material.

**A:** It is. The binding in encapsulated monolayers of this family is roughly 0.2 eV. The assumption that fails first is the pure 1/r attraction, because the sheet itself polarizes. The Rytova–Keldysh potential includes this. In Fourier space it divides the Coulomb attraction by 1 + kd, where d is the sheet screening length over κ. With a rough length of 3.5 nm, d = 0.80 nm. At separations well above d the potential returns to 1/r.

Keeping μ, κ and Eg fixed, this lowers the 1s binding from 506 to 177 meV and its contact density from 1.52 to 0.213 nm⁻². The photon energy becomes 2.023 eV, and with constant p

f_1 = 2.78 × (2.2/2.023) × 0.213 ≈ 0.64 nm⁻².

With constant p in both, the ideal value was too large by a factor of about 8.5. The reduction to 64% found above belongs to the ideal 1s state and should not be applied here: the screened state is broader, contains smaller momenta and loses less. With the same g it keeps about 86%, which would lower 0.64 to about 0.56 nm⁻² if the wavefunction stayed the same. The two-band model also changes the pair energy and the attraction. The flatter pair energy alone raises the strength by about a third, and the band overlaps in the attraction alone lower it by about 13%. Together they reduce the binding to 173 meV and raise the strength by about 7%, to roughly 0.60 nm⁻². All of these are momentum-form values. The dipole form gives 0.385 nm⁻² with constant p and parabolic bands, about 2.5 times below its ideal value, and 0.37 nm⁻² in the two-band model, so about 0.4 nm⁻² is the better estimate. For 2s the binding is 37.8 meV and the contact density 0.0202 nm⁻². The 1s to 2s contact ratio is 10.6, not 27. Enlarging the basis from 60 to 80 functions changed the contact densities of the six lowest levels by at most about 0.02%, so digits beyond the third are not certain.

**Q:** Then nothing is left of the inverse cube.

**A:** Something is left. Define an effective number from each screened energy, ν_n = √(Ry/|E_n|). It is 0.846, 1.831 and 2.825 for the first three levels, and 5.820 for the sixth. The offset from n − 1/2 settles near 0.32. The product πa²|φ_n(0)|²ν_n³, which is one in the ideal model, is 0.679 for 1s and about 0.65 from 2s to 6s.

The argument from level spacing accounts for this. Screening changes the wave near contact, and so changes B², but B² still becomes independent of energy for weak binding. With a constant offset, dE/dn = 2Ry/ν_n³. The contact density is then an inverse cube of ν_n, with a prefactor below the ideal one. For 5s and 6s the ratio is (5.820/4.821)³ = 1.76, equal to the computed one; the ideal value is 1.83.

**Q:** People use the spacing of exciton lines to find the transport gap. How badly would the ideal formula mislead them?

**A:** Apply it to the screened lines. Their 1s–2s separation is 176.8 − 37.8 = 139.0 meV. The ideal formula sets this equal to (4 − 4/9)Ry, so it infers a 1s binding of 139.0 × 4/(32/9) = 156 meV. The binding in the screened model is 177 meV. The gap inferred from the 1s line is therefore about 20 meV too low. This is the error for these parameters; another environment changes it.

**Q:** A channel also has heat, gate charge and a drain field. Your pair is alone in a cold, quiet sheet.

**A:** Here are the scales, all with the screened states. At 300 K, kT is 25.9 meV. The 2s binding exceeds it, but the 3s binding, 15.9 meV, does not. The model gives no line widths, so it does not tell which lines can be resolved.

At a carrier density of 10¹² cm⁻², each carrier occupies a circle of radius 5.6 nm. The root-mean-square electron–hole separation is 1.65 nm for 1s and 7.1 nm for 2s. Already for 2s the picture of an isolated pair is doubtful in a channel with that much gate charge.

For an in-plane field, divide the binding energy by e times that separation. The result is 1.07 MV/cm for 1s, 0.053 MV/cm for 2s and 0.0095 MV/cm for 3s. These are scales, not thresholds, and the pair can be pulled apart at much lower fields. Let G be e times the field. Along the direction of the pull, the 1/r tail and the field together give −2Ry a/r − Gr, whose highest value is −√(8Ry aG). If the shift of the level by the field is ignored, this barrier sinks to the level when G = E_n²/(8Ry a), with E_n the screened energy. That is about 0.011 MV/cm for 2s and 0.0019 MV/cm for 3s, and tunnelling begins lower still. One volt across a channel of one micrometre is already 0.01 MV/cm, close to the value for 2s and well above that for 3s.

**Q:** When would you let me use the original inverse cube?

**A:** Use it for the contact density, and for f_nW_n in the momentum form, when the attraction is 1/r over the whole exciton, the bands are parabolic, p is constant over the exciton's momenta, and no other carriers or fields intervene. For f_n itself, also require binding energies small beside the gap. In encapsulated WS2 the polarization of the sheet breaks the first condition for the low levels, and ν_n must then replace n − 1/2 in the higher ones. Exchange, lattice vibrations, Dirac corrections to the binding (apart from the two-band estimate for the screened 1s state), and the anisotropic, frequency-dependent response of boron nitride are not included in any of these numbers. The values for all six levels are in the numerical output below.

Calculated quantities

```
IDEAL MODEL, diagonalization against law, n = 1 to 6
largest relative error, energy: 9.0e-13
largest relative error, contact density: 8.1e-10
fitted power of (n-1/2): -3.000000
sum of (n-1/2)^-3 over all n: 8.4144
1s share of bound contact density: 95.08 %
momentum sums / contact amplitude, 1s 2s: 1.000000 1.000000
smeared bound strength / free step, n=20: 1.9895
continuum enhancement at ka=0.3: 2.0000
EXAMPLE INPUTS (rough, WS2 in hBN)
mu = 0.18 m0, kappa = 4.4, gap = 2.2 eV, sheet = 3.5 nm
a = 1.2935 nm, Ry = 126.50 meV
Dirac velocity = 7.331e+05 m/s
IDEAL: n, binding meV, photon eV, contact nm^-2, f/area nm^-2
1  506.00  1.6940  1.52187  5.49014
2  56.22  2.1438  0.05637  0.16068
3  20.24  2.1798  0.01217  0.03413
4  10.33  2.1897  0.00444  0.01238
5  6.25  2.1938  0.00209  0.00582
6  4.18  2.1958  0.00114  0.00318
ideal contact ratio 1s/2s: 27.000
ideal f ratio 1s/2s: 34.169
ideal contact ratio 2s/3s: 4.630
ideal f ratio 2s/3s: 4.707
Dirac k dependence, strength kept (ideal states):
1s 0.6367, 2s 0.5737
SCREENED: n, binding meV, contact nm^-2, rms radius nm
1  176.78  0.21329  1.65
2  37.75  0.02015  7.12
3  15.86  0.00548  16.62
4  8.66  0.00221  30.20
5  5.44  0.00110  47.87
6  3.73  0.00063  69.63
SCREENED: n, nu_eff, pi a^2 contact nu_eff^3, field MV/cm
1  0.8459  0.6787  1.0727
2  1.8305  0.6497  0.0530
3  2.8245  0.6496  0.0095
4  3.8221  0.6494  0.0029
5  4.8210  0.6492  0.0011
6  5.8204  0.6491  0.0005
screened contact ratio 1s/2s: 10.585
screened contact ratio 2s/3s: 3.674
screened contact ratio 5s/6s: 1.760
ideal contact ratio 5s/6s: 1.826
basis 60 to 80, largest energy shift: 6.0e-06 meV
basis 60 to 80, largest contact shift: 1.6e-02 %
kT at 300 K: 25.85 meV
carrier spacing radius at 1e+12 cm^-2: 5.64 nm
```
